# Gerade-ungerade splitting of H₂⁺ from a surface integral: verification in Python

```python
"""
Result under test: for one electron and two fixed protons at distance R,
    E_u - E_g -> 4 R exp(-R-1)   (hartree, R in bohr, R large).
E_g, E_u : lowest even and odd electronic energies (proton repulsion omitted).
phi_A    : (psi_g + psi_u)/sqrt(2), the state localized on the left proton A.
chi      : phi_A divided by the bare 1s orbital exp(-r)/sqrt(pi) of proton A.
xi, eta  : spheroidal coordinates (r_A+r_B)/R and (r_A-r_B)/R; eta=-1 at A.
The splitting is then used for resonant charge transfer H+ + H -> H + H+.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import laguerre, legendre
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigvalsh_tridiagonal
from scipy.special import kv

N_RADIAL = 14
HARTREE_EV = const.value("Hartree energy in eV")
BOHR = const.value("Bohr radius")


def leading_gap(R):
    return 4 * R * np.exp(-R - 1)


# ---------- variational solution in spheroidal coordinates ----------
def angular_basis(eta, parity, count, derivative=False):
    orders = parity + 2 * np.arange(count)
    coeff = np.eye(orders[-1] + 1)[:, orders] * np.sqrt(orders + 0.5)
    if derivative:
        coeff = legendre.legder(coeff)
    return legendre.legval(np.asarray(eta, float), coeff).T


def radial_basis(xi, decay):
    x = 2 * decay * (np.asarray(xi, float) - 1)
    values = laguerre.lagvander(x, N_RADIAL - 1)
    return np.sqrt(2 * decay) * np.exp(-x / 2)[:, None] * values


def solve_state(R, parity):
    """Lowest state of given reflection parity (0 even, 1 odd)."""
    decay = 0.5 * R * np.sqrt(1 + 2 / (R + 1))
    count = 10 + int(R / 2)
    x, w = laguerre.laggauss(N_RADIAL + 4)
    xi = 1 + x / (2 * decay)
    L = laguerre.lagvander(x, N_RADIAL - 1)
    dL = np.zeros_like(L)
    dL[:, 1:] = -np.cumsum(L, axis=1)[:, :-1]
    slope = 2 * decay * (dL - L / 2)
    kinetic = slope.T @ ((w * (xi**2 - 1))[:, None] * slope)
    xi_one = L.T @ ((w * xi)[:, None] * L)
    xi_two = L.T @ ((w * xi**2)[:, None] * L)
    eta, we = legendre.leggauss(80)
    Y = angular_basis(eta, parity, count)
    eta_two = Y.T @ ((we * eta**2)[:, None] * Y)
    orders = parity + 2 * np.arange(count)
    one_r, one_a = np.eye(N_RADIAL), np.eye(count)
    K = np.kron(kinetic - 2 * R * xi_one, one_a)
    K += np.kron(one_r, np.diag(orders * (orders + 1.0)))
    M = np.kron(xi_two, one_a) - np.kron(one_r, eta_two)
    value, vector = eigh(K, M, subset_by_index=[0, 0])
    c = vector[:, 0].reshape(N_RADIAL, count) / np.sqrt(np.pi * R**3 / 4)
    at_A = radial_basis([1.0], decay) @ c @ angular_basis([-1.0], parity, count).T
    return 2 * value[0] / R**2, c * np.sign(at_A[0, 0]), decay


def localized(states, xi, eta, derivative=False):
    total = 0
    for parity, (_, c, decay) in enumerate(states):
        Y = angular_basis(eta, parity, c.shape[1], derivative)
        total = total + radial_basis(xi, decay) @ c @ Y.T
    return total / np.sqrt(2)


def variational_gap(R):
    return solve_state(R, 1)[0] - solve_state(R, 0)[0]


def surface_data(R):
    """Gap from energies, gap from the surface integral, tail weight, <rho^2>."""
    states = [solve_state(R, 0), solve_state(R, 1)]
    t, wt = legendre.leggauss(100)
    length = 25 / states[0][2]
    xi, wxi = 1 + length * (t + 1) / 2, wt * length / 2
    eta, weta = (t + 1) / 2, wt / 2
    phi = localized(states, xi, [0.0])[:, 0]
    dphi = localized(states, xi, [0.0], True)[:, 0]
    flux = -np.pi * R * phi * dphi * wxi
    right = localized(states, xi, eta)**2 * (xi[:, None]**2 - eta**2)
    weight = np.pi * R**3 / 4 * (wxi @ right @ weta)
    rho_sq = (flux @ (R**2 / 4 * (xi**2 - 1))) / flux.sum()
    gap = states[1][0] - states[0][0]
    return gap, 2 * flux.sum() / (1 - 2 * weight), weight, rho_sq


# exact surface identity, tested with the computed wave functions
gap8, surface8, weight8, _ = surface_data(8.0)
assert abs(surface8 / gap8 - 1) < 1e-6
rho_sq24 = surface_data(24.0)[3]
assert abs(rho_sq24 / 12.5 - 1) < 0.05

# bare 1s orbital in the surface integral gives R exp(-R)
R_bare = 10.0


def bare_flux(rho):
    r = np.hypot(rho, R_bare / 2)
    return 2 * (R_bare / 2 / r) * np.exp(-2 * r) / np.pi * 2 * np.pi * rho


bare = quad(bare_flux, 0, 40, epsabs=1e-16, epsrel=1e-10, limit=200)[0]
assert abs(bare / (R_bare * np.exp(-R_bare)) - 1) < 1e-7

# tail factor chi on the axis, extrapolated to infinite R
distances = np.array([12.0, 24.0, 36.0])
chi_values = []
for R in distances:
    pair = [solve_state(R, 0), solve_state(R, 1)]
    r = R * np.array([0.25, 0.5])
    phi = localized(pair, [1.0], 2 * r / R - 1)[0]
    chi_values.append(phi * np.sqrt(np.pi) * np.exp(r))
chi_values = np.array(chi_values)
chi_limit = np.polyfit(1 / distances, chi_values, 2)[-1]
fraction = np.array([0.25, 0.5])
chi_theory = np.exp(-fraction) / (1 - fraction)
assert np.all(abs(chi_limit / chi_theory - 1) < 0.01)

# tail factor on inclined rays ending on the midplane
for angle in (0.2, 0.5, 0.9):
    sec = 1 / np.cos(angle)
    ray = quad(lambda s: 1 / np.sqrt(s * s - 2 * s / sec + 1) - 1, 0, sec / 2)[0]
    assert abs(np.exp(ray) / ((1 + sec) * np.exp(-sec / 2)) - 1) < 1e-9

# ---------- high-precision solution by continued fractions ----------
mp.mp.dps = 60
N_ANGULAR_CF, N_RADIAL_CF = 130, 150


def secant(function, x0, x1, tolerance):
    f0, f1 = function(x0), function(x1)
    for _ in range(40):
        if f1 == f0:
            return x1
        x0, x1, f0 = x1, x1 - f1 * (x1 - x0) / (f1 - f0), f1
        if abs(x1 - x0) < tolerance:
            return x1
        f1 = function(x1)
    raise RuntimeError("secant iteration did not converge")


def precise_energy(R, parity):
    R = mp.mpf(R)
    orders = [parity + 2 * k for k in range(N_ANGULAR_CF)]
    diag = [mp.mpf(2*l*l + 2*l - 1) / ((2*l - 1) * (2*l + 3)) for l in orders]
    off_sq = [mp.mpf((l + 1) * (l + 2))**2
              / ((2*l + 3)**2 * (2*l + 1) * (2*l + 5)) for l in orders]
    ll = np.array(orders, float) * (np.array(orders) + 1)
    diag_f = np.array([float(d) for d in diag])
    off_f = np.sqrt([float(o) for o in off_sq[:-1]])

    def separation(p):
        p2 = p * p
        pf = float(p2)
        last = N_ANGULAR_CF - 1
        start = eigvalsh_tridiagonal(pf * diag_f - ll, pf * off_f,
                                     select="i", select_range=(last, last))[0]

        def angular(A):
            tail = p2 * diag[last] - orders[last] * (orders[last] + 1) - A
            for k in range(last - 1, -1, -1):
                head = p2 * diag[k] - orders[k] * (orders[k] + 1) - A
                tail = head - p2 * p2 * off_sq[k] / tail
            return tail

        start = mp.mpf(float(start))
        return secant(angular, start, start + mp.mpf("1e-8"), mp.mpf("1e-50"))

    def radial(p):
        A, s = separation(p), R / p - 1
        base = p * p - 2 * p * s - s - A
        n = N_RADIAL_CF
        tail = 2 * n * n + (4 * p - 2 * s) * n + base
        for n in range(N_RADIAL_CF - 1, -1, -1):
            head = 2 * n * n + (4 * p - 2 * s) * n + base
            tail = head - (n + 1)**2 * (n - s)**2 / tail
        return tail

    guess = R * mp.sqrt((mp.mpf(1) / 2 + 1 / R + 9 / (4 * R**4)) / 2)
    p = secant(radial, guess, guess * (1 + mp.mpf("1e-6")), mp.mpf("1e-46"))
    return -2 * p * p / R**2


far = [20, 40, 80]
far_gap, far_ratio, polarization = [], [], []
for R in far:
    even, odd = precise_energy(R, 0), precise_energy(R, 1)
    far_gap.append(float(odd - even))
    far_ratio.append(float((odd - even) / (4 * R * mp.exp(-R - 1))))
    shift = (even + odd) / 2 + mp.mpf(1) / 2 + mp.mpf(1) / R
    polarization.append(float(shift * R**4))
fit = np.polyfit(1 / np.array(far, float), far_ratio, 2)
assert abs(fit[2] - 1) < 5e-4
assert abs(fit[1] - 0.5) < 0.03
assert abs(polarization[-1] + 2.25) < 0.01
assert abs(variational_gap(20.0) / far_gap[0] - 1) < 1e-3

# ---------- resonant charge transfer on straight paths ----------
R_grid = np.concatenate([np.arange(0.1, 2.0, 0.1), np.arange(2.0, 20.01, 0.5)])
gap_grid = np.array([variational_gap(R) for R in R_grid])
log_gap = CubicSpline(R_grid, np.log(gap_grid))


def computed_gap(R):
    near = np.exp(log_gap(np.clip(R, 0.1, 20.0)))
    return np.where(R < 20, near, leading_gap(R) * far_ratio[0])


nodes, node_w = legendre.leggauss(200)
path, path_w = 12.5 * (nodes + 1), 12.5 * node_w
db = 0.005
impact = np.arange(db / 2, 18, db)


def transfer_phase(b, speed, gap):
    R = np.hypot(np.atleast_1d(b)[:, None], path)
    return gap(R) @ path_w / speed


def cross_section(speed, gap):
    chance = np.sin(transfer_phase(impact, speed, gap))**2
    return 2 * np.pi * db * np.sum(impact * chance)


def speed_au(energy_eV):
    v = np.sqrt(2 * energy_eV * const.e / const.m_p)
    return v / (const.alpha * const.c)


ion_energy = 10.0
v_ion = speed_au(ion_energy)
b_test = 8.0
phase_test = transfer_phase(b_test, v_ion, leading_gap)[0]
phase_bessel = 2 / (np.e * v_ion) * b_test**2 * (kv(0, b_test) + kv(2, b_test))
assert abs(phase_test / phase_bessel - 1) < 1e-5


def amplitudes(x, a):
    coupling = -leading_gap(np.hypot(b_test, x)) / 2
    return -1j * coupling / v_ion * a[::-1]


run = solve_ivp(amplitudes, (-25, 25), np.array([1, 0], complex),
                rtol=1e-9, atol=1e-11, max_step=0.5)
chance_test = abs(run.y[1, -1])**2
assert abs(chance_test - np.sin(phase_bessel)**2) < 1e-5

energies = [1.0, 10.0, 100.0]
sigma_lead = [cross_section(speed_au(e), leading_gap) for e in energies]
sigma_comp = [cross_section(speed_au(e), computed_gap) for e in energies]
assert all(abs(a / b - 1) < 0.05 for a, b in zip(sigma_lead, sigma_comp))
assert sigma_lead[0] > sigma_lead[1] > sigma_lead[2]
to_cm2 = (BOHR * 100)**2
sigma = sigma_lead[1]
radius = np.sqrt(2 * sigma / np.pi)

pressure_mTorr, temperature = 2.0, 500.0
density = pressure_mTorr * 1e-3 * const.torr / (const.k * temperature)
free_path_cm = 100 / (density * sigma * BOHR**2)

# sizes of neglected effects at the effective transfer radius
cm_energy = ion_energy / 2
polar_eV = 9 / (4 * radius**4) * HARTREE_EV
half_gap_eV = leading_gap(radius) / 2 * HARTREE_EV
mass_H = const.m_p + const.m_e
thermal = np.sqrt(8 * const.k * temperature / (np.pi * mass_H))
ion_speed = v_ion * const.alpha * const.c
translation = v_ion**2 * (radius + 1) / 8
partial_waves = const.m_p / const.m_e / 2 * v_ion * radius

# ---------- output ----------
print("Surface identity at R = 8 bohr")
print(f"  gap from energies         {gap8:.8e} hartree")
print(f"  gap from surface integral {surface8:.8e} hartree")
print(f"  weight of phi_A beyond midplane {weight8:.3e}")
print(f"Bare 1s surface result, R = 10 bohr: {bare:.5e} hartree")
print(f"Flux <rho^2> at R = 24 bohr: {rho_sq24:.3f} bohr^2 (estimate 12.5)")
print("Tail factor chi at r = R/4 and r = R/2 (no unit)")
for R, pair in zip(distances, chi_values):
    print(f"  R = {R:.0f} bohr: {pair[0]:.4f}  {pair[1]:.4f}")
print(f"  extrapolated: {chi_limit[0]:.4f}  {chi_limit[1]:.4f}")
print(f"  derived:      {chi_theory[0]:.4f}  {chi_theory[1]:.4f}")
print("R (bohr), computed gap, leading gap (hartree), ratio")
for R in (4.0, 6.0, 8.0, 10.0):
    g = variational_gap(R)
    print(f"  {R:3.0f}  {g:.5e}  {leading_gap(R):.5e}  {g/leading_gap(R):.5f}")
for R, g, ratio in zip(far, far_gap, far_ratio):
    print(f"  {R:3d}  {g:.5e}  {leading_gap(R):.5e}  {ratio:.5f}")
print(f"Ratio extrapolated to infinite R: {fit[2]:.5f}")
print(f"Coefficient of 1/R in the ratio: {fit[1]:.4f} bohr")
print(f"R^4 (mean energy + 1/2 + 1/R), R = 80: {polarization[-1]:.4f} a.u.")
print(f"Leading gap at R = 10 bohr: {leading_gap(10.0)*HARTREE_EV*1e3:.3f} meV")
print(f"Ion energy {ion_energy:.0f} eV: speed {ion_speed:.4e} m/s = {v_ion:.5f} a.u.")
print(f"At b = {b_test:.0f} bohr: phase {phase_bessel:.4f} rad, "
      f"probability {chance_test:.4f}")
print("Ion energy (eV), cross section (cm^2): leading gap, computed gap")
for e, s1, s2 in zip(energies, sigma_lead, sigma_comp):
    print(f"  {e:5.0f}  {s1*to_cm2:.3e}  {s2*to_cm2:.3e}")
print(f"10 eV cross section: {sigma:.2f} bohr^2")
print(f"Effective transfer radius sqrt(2 sigma/pi): {radius:.3f} bohr")
print(f"H atoms: {pressure_mTorr:.0f} mTorr, {temperature:.0f} K, "
      f"density {density*1e-6:.3e} cm^-3")
print(f"Mean free path, transfer on H atoms only: {free_path_cm:.2f} cm")
print("Neglected effects at 10 eV")
print(f"  leading instead of computed gap: {100*(sigma/sigma_comp[1]-1):+.2f} %")
print(f"  polarization energy at radius: {polar_eV*1e3:.2f} meV")
print(f"  half gap at radius: {half_gap_eV*1e3:.2f} meV")
print(f"  centre-of-mass collision energy: {cm_energy:.1f} eV")
print(f"  mean thermal atom speed / ion speed: {thermal/ion_speed:.4f}")
print(f"  electron translation, relative coupling loss: {translation:.2e}")
print(f"  partial waves up to radius: {partial_waves:.0f}")
print("done: every assertion held")
```

Output:

```
Surface identity at R = 8 bohr
  gap from energies         3.96437300e-03 hartree
  gap from surface integral 3.96437300e-03 hartree
  weight of phi_A beyond midplane 1.710e-03
Bare 1s surface result, R = 10 bohr: 4.53999e-04 hartree
Flux <rho^2> at R = 24 bohr: 12.457 bohr^2 (estimate 12.5)
Tail factor chi at r = R/4 and r = R/2 (no unit)
  R = 12 bohr: 1.0645  1.2991
  R = 24 bohr: 1.0513  1.2532
  R = 36 bohr: 1.0469  1.2393
  extrapolated: 1.0384  1.2135
  derived:      1.0384  1.2131
R (bohr), computed gap, leading gap (hartree), ratio
    4  1.00534e-01  1.07807e-01  0.93254
    6  2.13252e-02  2.18852e-02  0.97441
    8  3.96437e-03  3.94911e-03  1.00386
   10  6.77660e-04  6.68068e-04  1.01436
   20  6.16776e-08  6.06605e-08  1.01677
   40  2.52687e-16  2.50061e-16  1.01050
   80  2.13693e-33  2.12470e-33  1.00576
Ratio extrapolated to infinite R: 0.99994
Coefficient of 1/R in the ratio: 0.5083 bohr
R^4 (mean energy + 1/2 + 1/R), R = 80: -2.2513 a.u.
Leading gap at R = 10 bohr: 18.179 meV
Ion energy 10 eV: speed 4.3769e+04 m/s = 0.02001 a.u.
At b = 8 bohr: phase 0.7809 rad, probability 0.4955
Ion energy (eV), cross section (cm^2): leading gap, computed gap
      1  4.876e-15  4.886e-15
     10  3.700e-15  3.712e-15
    100  2.666e-15  2.669e-15
10 eV cross section: 132.13 bohr^2
Effective transfer radius sqrt(2 sigma/pi): 9.172 bohr
H atoms: 2 mTorr, 500 K, density 3.863e+13 cm^-3
Mean free path, transfer on H atoms only: 7.00 cm
Neglected effects at 10 eV
  leading instead of computed gap: -0.33 %
  polarization energy at radius: 8.65 meV
  half gap at radius: 19.09 meV
  centre-of-mass collision energy: 5.0 eV
  mean thermal atom speed / ion speed: 0.0740
  electron translation, relative coupling loss: 5.09e-04
  partial waves up to radius: 168
done: every assertion held
```
